# Contact End Resistance and the Transfer Length

When current passes from a thin semiconductor sheet into a metal contact lying on top of it, it does not spread evenly over the contact area. Near the front edge, where it arrives, the path into the metal is short, but forcing all the current through a small area of the resistive interface there would cost a large voltage. To use the rear of the contact it must first travel through the resistive sheet. The balance between these two costs is set by the transfer length. A measurement of the voltage at the front edge cannot determine this length by itself, because one resistance is then asked to fix two unknowns: the resistance of the sheet under the metal and that of the interface. A second voltage, taken behind the contact where no current flows, supplies what is missing.

Let the contact occupy $0<x<L$ and have width $W$. The sheet beneath it has a uniform sheet resistance $R_{sk}$, which may differ from that of the sheet outside because forming the contact can alter the semiconductor. The interface has a uniform specific contact resistivity $\rho_c$, defined as the voltage across the interface divided by the current density through it. The metal is taken to be an equipotential at zero. Conduction is steady and ohmic, no current passes around the sides, and the sheet is thin enough for its potential $V(x)$ to be treated as uniform over its thickness.

Let $i(x)$ be the current in the sheet, counted positive towards increasing $x$. A length $dx$ of sheet has resistance $R_{sk}\,dx/W$, and the potential falls in the direction of the current, so

$$
\frac{dV}{dx}=-\frac{R_{sk}}{W}\,i .
$$

The area of interface above the same length is $W\,dx$, and the current density through it is $V/\rho_c$. What leaves the sheet there must equal the loss of sheet current:

$$
i(x)-i(x+dx)=\frac{V}{\rho_c}W\,dx,
\qquad\text{hence}\qquad
\frac{di}{dx}=-\frac{W}{\rho_c}V .
$$

These are the equations of a transmission line with series resistance and shunt conductance. Differentiating the first and inserting the second, the two minus signs cancel:

$$
\frac{d^2V}{dx^2}=-\frac{R_{sk}}{W}\frac{di}{dx}
=\frac{R_{sk}}{\rho_c}V=\frac{V}{L_T^2},
\qquad
L_T=\sqrt{\frac{\rho_c}{R_{sk}}}.
$$

The transfer length $L_T$ grows when the interface is more resistive, since the current then needs more area, and shrinks when travel along the sheet is more costly.

A current $I$ enters at the front, so $i(0)=I$. The far edge is open: no current passes $x=L$, so $i(L)=0$. This does not mean that the potential vanishes there. By Ohm's law it means that the potential has zero slope. It is convenient to write the general solution about the far edge,

$$
V(x)=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.
$$

Its slope at $x=L$ is $-B/L_T$, because the hyperbolic sine vanishes there and the hyperbolic cosine equals one. The open edge therefore requires $B=0$. The current follows from Ohm's law:

$$
i(x)=-\frac{W}{R_{sk}}\frac{dV}{dx}
=\frac{W}{R_{sk}L_T}\,A\sinh\frac{L-x}{L_T}.
$$

The minus sign of Ohm's law has been cancelled by the one from differentiating $L-x$. With the abbreviations

$$
u=\frac{L}{L_T},\qquad Z=\frac{R_{sk}L_T}{W},
$$

the condition at the front reads $I=(A/Z)\sinh u$, so $A=IZ/\sinh u$ and

$$
V(x)=IZ\,\frac{\cosh[(L-x)/L_T]}{\sinh u}.
$$

The front resistance $R_f$ and the end resistance $R_e$ are the potentials at the two edges divided by the same input current:

$$
R_f=\frac{V(0)}{I}=Z\coth u,
\qquad
R_e=\frac{V(L)}{I}=\frac{Z}{\sinh u}.
$$

The end resistance is a transfer resistance: the current is supplied at one edge and the voltage is read at the other. Dividing the two removes $Z$, and with it the overall resistance scale:

$$
\frac{R_e}{R_f}=\frac{1/\sinh u}{\cosh u/\sinh u}=\frac{1}{\cosh u}.
$$

Since the interface current density is $V/\rho_c$, this is also the current density at the back of the contact divided by that at the front. The ratio thus measures directly how unevenly the contact is used.

To invert the relation, put $r=R_f/R_e=\cosh u$. Writing the hyperbolic cosine in exponentials and multiplying by $2e^u$ gives

$$
e^{2u}-2r\,e^u+1=0,
\qquad
e^u=r\pm\sqrt{r^2-1}.
$$

The product of the two roots is one, so they belong to $u$ and $-u$. A length is positive, which selects the upper sign:

$$
\frac{L}{L_T}=\operatorname{arcosh}\frac{R_f}{R_e}
=\ln\!\left[\frac{R_f}{R_e}+\sqrt{\left(\frac{R_f}{R_e}\right)^2-1}\,\right].
$$

There is one positive solution for each $R_f>R_e>0$, because $\cosh u$ increases steadily for $u>0$. The ratio gives the length in units of $L_T$ and nothing more. If $L$ is known, $L_T=L/u$ follows. The absolute resistances then separate the two material parameters. From $\cosh^2u-\sinh^2u=1$,

$$
R_f^2-R_e^2=Z^2\,\frac{\cosh^2u-1}{\sinh^2u}=Z^2 ,
$$

so $Z=\sqrt{R_f^2-R_e^2}$. The definition of $Z$ gives $R_{sk}=WZ/L_T$, and multiplying by $L_T^2$ gives $\rho_c=WL_TZ$. The sheet resistance outside the contact has not been used.

The two limits show what each measurement contains. For a short contact, $u\ll1$, the expansions $\coth u\approx 1/u+u/3$ and $1/\sinh u\approx1/u-u/6$ apply. Since $Z/u=\rho_c/(WL)$ and $Zu=R_{sk}L/W$,

$$
R_f\approx\frac{\rho_c}{WL}+\frac{R_{sk}L}{3W},
\qquad
R_e\approx\frac{\rho_c}{WL}-\frac{R_{sk}L}{6W}.
$$

Both approach the resistance of a uniformly used interface. Their difference is $R_{sk}L/(2W)$, which has a simple origin: the sheet current falls almost linearly from $I$ to zero, so its average is $I/2$, and this average flows through a sheet of resistance $R_{sk}L/W$. The information about $L_T$ lies in this small difference.

For a long contact, $u\gg1$, the front resistance tends to $Z$ and no longer depends on $L$, while

$$
R_e\approx2Ze^{-u},\qquad \frac{R_e}{R_f}\approx2e^{-u}.
$$

The rear of the contact is then hardly used, and the end signal fades exponentially.

As an example with round model parameters, take $R_{sk}=50\ \Omega$ per square, $\rho_c=200\ \Omega\,\mu\mathrm{m}^2$, $W=20\ \mu\mathrm m$ and $L=3\ \mu\mathrm m$. Then

$$
L_T=\sqrt{\frac{200}{50}}=2\ \mu\mathrm m,\qquad
Z=\frac{50\times2}{20}=5\ \Omega,\qquad u=\frac32 .
$$

The formulas give $R_f=5\coth1.5=5.524\ \Omega$ and $R_e=5/\sinh1.5=2.348\ \Omega$. The current density at the back is $0.425$ of that at the front, so this contact is neither uniformly used nor long. For comparison, a contact with $u=0.2$ and the same $W$, $R_{sk}$ and $\rho_c$ has $R_f=25.33\ \Omega$ and $R_e=24.83\ \Omega$, whereas at $u=5$ the values are $5.0005\ \Omega$ and $0.067\ \Omega$.

Now suppose that the two resistances of the $3\ \mu\mathrm m$ contact are the data and that $L_T$ is unknown. The steps are

$$
\frac{R_f}{R_e}=\frac{5.5240}{2.3482}=2.3524,
\qquad u=\operatorname{arcosh}2.3524=1.500,
\qquad L_T=\frac{3}{1.500}=2.00\ \mu\mathrm m .
$$

The resistance scale is $Z=\sqrt{5.5240^2-2.3482^2}=5.00\ \Omega$. Hence $R_{sk}=20\times5.00/2.00=50.0\ \Omega$ per square and $\rho_c=20\times2.00\times5.00=200\ \Omega\,\mu\mathrm m^2$, or $2.00\times10^{-6}\ \Omega\,\mathrm{cm}^2$. The parameters return because the data were generated by the same model; measured data carry errors, which are considered below.

In practice the sheet does not stop at $x=L$. It continues to a second contact, whose metal serves as the voltage probe. If this metal floats and the sheet ends behind it, no net current can cross the gap, for there is nowhere for it to go. The potential in the gap is therefore constant at $V(L)$. Under the second contact, the difference between the sheet potential and that of the floating metal obeys the same line equation, with zero current at both edges. Zero slope at one edge leaves a hyperbolic cosine, and zero slope at the other makes its amplitude vanish. The probe metal thus sits at $V(L)$, and a voltmeter between the two metals reads $IR_e$. The front potential can be found by measuring the potential of the sheet before the contact and extrapolating its linear fall to $x=0$.

A real meter draws a current $I_2$ past the far edge. Its effect follows from linearity. Drawing $I_2$ out at $x=L$ is the same as injecting $-I_2$ there, and for that current the uniform contact is its own mirror image, with the roles of the edges exchanged. Adding the two contributions gives

$$
V(0)=R_fI-R_eI_2,\qquad V(L)=R_eI-R_fI_2 .
$$

Let the gap have resistance $R_g$, the meter $R_m$, and let the second contact be identical to the first. The current $I_2$ then flows in series through the gap, the front resistance of the second contact and the meter, so $V(L)=(R_g+R_f+R_m)I_2$. Equating the two expressions for $V(L)$,

$$
I_2=\frac{R_e\,I}{2R_f+R_g+R_m}.
$$

The voltage read is $R_mI_2$. It tends to $R_eI$ when $R_m$ is much larger than $2R_f+R_g$, which is the practical meaning of an open far edge.

A deliberately poor meter of $100\ \Omega$ shows the consequence. With a gap $5\ \mu\mathrm m$ long and an outside sheet resistance of $80\ \Omega$ per square, $R_g=80\times5/20=20\ \Omega$, and

$$
\frac{I_2}{I}=\frac{2.348}{11.048+20+100}=0.0179 .
$$

Less than two per cent of the current leaves by the far edge, yet the apparent end resistance is $100\times0.01792=1.792\ \Omega$ instead of $2.348\ \Omega$. The front value changes much less, to $5.482\ \Omega$. Putting the new ratio into the open-edge formula gives $L/L_T=1.78$ and $L_T=1.68\ \mu\mathrm m$, about 16 per cent below the true transfer length. The lost voltage is mistaken for a stronger decay along the contact.

The effect of small measuring errors follows by differentiating $\cosh u=R_f/R_e$:

$$
\sinh u\;\delta u=\frac{\delta R_f}{R_e}-\frac{R_f}{R_e^2}\,\delta R_e .
$$

Divide by $\sinh u$, and use $R_e\sinh u=Z$ in both terms and $R_f/R_e=\cosh u$ in the second:

$$
\delta u=\frac{\delta R_f-\cosh u\;\delta R_e}{Z}.
$$

An error in the end resistance therefore weighs more than an equal error in the front resistance, by the factor $\cosh u$. In the example the coefficient of $\delta R_e$ is $-2.352/5=-0.470$ per ohm. If $R_e$ is read $0.05\ \Omega$ too high, the predicted shift is $\delta u=-0.024$. Repeating the inversion with the altered value gives $u=1.477$ and $L_T=2.03\ \mu\mathrm m$, which is 1.6 per cent too long.

If the voltmeter and current fix the absolute error $\delta R_e$, and the error in $R_f$ is negligible, there is a best contact length for determining $L_T$. With $R_{sk}$, $\rho_c$ and $W$ held fixed, $Z$ is fixed too, and the relative error is

$$
\left|\frac{\delta u}{u}\right|=\frac{\cosh u}{u}\,\frac{|\delta R_e|}{Z}.
$$

The derivative of the first factor is

$$
\frac{d}{du}\frac{\cosh u}{u}=\frac{u\sinh u-\cosh u}{u^2}
=\frac{\cosh u}{u^2}\,(u\tanh u-1).
$$

Since $u\tanh u$ rises steadily from zero, the derivative changes sign once, from negative to positive. The minimum lies at $u\tanh u=1$, whose numerical root is $u=1.20$. The factor $\cosh u/u$ is $1.51$ there and still only $1.57$ at $u=1.5$, so the choice is not critical. It rises to $3.48$ at $u=0.3$, where the two resistances are nearly equal, and to $14.8$ at $u=5$, where the end signal is small. This optimum concerns $L_T$ only. The same error changes $Z$ by $\delta Z/Z=-\delta R_e/(Z\sinh u)$, so the corresponding factor is $\cosh u/u-1/\sinh u$ for $\rho_c=WLZ/u$, which keeps falling as the contact is shortened, and $\cosh u/u+1/\sinh u$ for $R_{sk}=WZu/L$, which is smallest near $u=1.6$.

A different error model gives a different answer. If the ratio $r$ has a fixed relative error $\varepsilon$, then $\sinh u\,\delta u=\varepsilon\cosh u$, and

$$
\frac{\delta u}{u}=\frac{\coth u}{u}\,\varepsilon ,
$$

which decreases steadily with length. Long contacts would then be preferable, provided that the relative precision really survived the exponential loss of signal. For short contacts the factor grows as $1/u^2$, so even a small relative error in the ratio can overwhelm the result.

The metal can be treated as an equipotential only while the voltage drop within it is small compared with $IR_e$. Let it have sheet resistance $R_M$ and be fed from one side, so that it collects the current almost evenly along its width $W$. Its mean potential then lies about $IR_MW/(3L)$ above that of the fed end, and this amount is added to both resistances if the voltages are referred to that end. For $R_M=0.1\ \Omega$ per square in the example this is $0.22\ \Omega$, and the error formula gives $\delta u\approx-0.06$, a transfer length 4 per cent too long. The condition becomes stricter for long contacts, where $R_e$ is exponentially small.

Another approximation that can be examined is the thin sheet. Let its thickness be $t$, its resistivity $R_{sk}t$, and let $y$ run upwards from an insulated bottom at $y=0$ to the contact at $y=t$. The potential now obeys Laplace's equation. A solution with no vertical current at the bottom is

$$
V\propto\cos\frac{y}{\lambda}\;e^{-x/\lambda},
$$

because its second derivatives in $x$ and $y$ cancel. At the top, the upward current density in the semiconductor must equal that through the interface:

$$
-\frac{1}{R_{sk}t}\frac{\partial V}{\partial y}=\frac{V}{\rho_c}
\quad\Longrightarrow\quad
\frac1\lambda\tan\frac t\lambda=\frac{R_{sk}t}{\rho_c}=\frac{t}{L_T^2}.
$$

Multiplication by $t$ gives $\tau\tan\tau=s$, with $\tau=t/\lambda$ and $s=(t/L_T)^2$. The smallest positive root belongs to the slowest decay. For a thin sheet, $\tan\tau\approx\tau+\tau^3/3$, so $\tau^2+\tau^4/3\approx s$ and $\tau^2\approx s(1-s/3)$. Therefore

$$
\lambda=\frac t\tau\approx\frac{L_T}{\sqrt{1-s/3}}
\approx L_T\left(1+\frac{t^2}{6L_T^2}\right).
$$

The vertical path through the semiconductor acts as some additional interface resistance and lengthens the decay. The resistance ratio responds to this decay, but also to the way the current rearranges itself over the thickness at the two contact edges.

To compare these effects, the two-dimensional conduction problem was solved on a grid with 20 cells across the thickness, for $L/L_T=1.5$ and the same sheet resistance inside and outside the contact. The potentials were averaged over the thickness well away from the contact, the front one was extrapolated to the edge, and their ratio was put into the thin-sheet formula. For $t/L_T=0.1$, $0.3$ and $1$, the apparent transfer length was $1.002$, $1.014$ and $1.136$ times the true $L_T$. The slowest mode alone would give $1.002$, $1.015$ and $1.162$.

The difference comes from the edges. When all modes under the contact are summed and joined to those of the sheet outside, the apparent length at $t=L_T$ becomes $1.135L_T$, in close agreement with the grid. Relative to the lengthening $\lambda-L_T$, the edge correction is 1.6, 4.7 and 17 per cent for the three thicknesses. It opposes the lengthening, and its share falls as the sheet is made thinner. For this contact, a thickness of $0.3L_T$ thus biases the inferred transfer length by a little over one per cent, while a thickness equal to $L_T$ biases it by about 14 per cent.

The inversion returns a length for any pair of resistances with $R_f>R_e>0$, whether or not the assumptions hold. Unless the data fall outside this range, one contact cannot reveal a failure, since two data are used to find two parameters. Contacts of different $L$ made on the same sheet can reveal some failures: within this model they must give the same $L_T$, $R_{sk}$ and $\rho_c$. A systematic drift of these values with length, if it does not come from a systematic error in the measured resistances or contact lengths, shows that some assumption, such as uniform parameters, an equipotential metal, a thin sheet or an open far edge, is not met. The absence of a drift does not prove the opposite. For contacts several times longer than the sheet is thick, for example, the vertical resistance of the sheet acts mainly as an addition to $\rho_c$ that is nearly the same for every $L$, so it can bias all these contacts in almost the same way. The thickness must therefore be compared with $L_T$ separately.

All numerical values are calculated from the stated model.
